# Sharvin resistance of a short metallic constriction from mode counting: a program that tests the result

```python
"""
Result under test: a short ballistic metallic opening of area A has
    R_S = (h / 2 e^2) * 4 pi / (kF^2 A) = 4 rho l / (3 A),
independent of the mean free path l, because rho*l depends on kF only.
kF: Fermi wavevector, rho: bulk resistivity, a: radius of a round opening,
L: its length, N: number of orbital modes (spin gives the factor 2).
Tests: Bessel-zero counting, kinetic current, a non-spherical band,
wave matching at an abrupt opening, and channels with scattering.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import jv, jn_zeros, expn, ellipkm1

e, h, hbar = const.e, const.h, const.hbar
kB, m_e = const.k, const.m_e
nm = 1e-9
rng = np.random.default_rng(12345)

# Example inputs: rough typical values for a copper-like via
density = 85e27
radius, length = 5 * nm, 5 * nm
mfp, temperature, warm = 40 * nm, 300.0, 375.0
liner_thickness, liner_resistivity = 2 * nm, 200e-8

kF = (3 * np.pi**2 * density) ** (1 / 3)
EF = (hbar * kF) ** 2 / (2 * m_e)
area = np.pi * radius**2
R_quantum = h / (2 * e**2)


def sharvin(opening_area):
    return R_quantum * 4 * np.pi / (kF**2 * opening_area)


R_S = sharvin(area)
rho_l = 3 * np.pi**2 * hbar / (e**2 * kF**2)
rho = rho_l / mfp
assert abs(4 * rho_l / (3 * area) / R_S - 1) < 1e-12  # algebra of the two forms


# ---- Modes of a hard-wall round wire, counted from sign changes of J_m ----
def mode_staircase(x_max, step=0.02):
    x = np.linspace(1e-6, x_max, int(x_max / step) + 2)
    count = np.zeros(len(x))
    for m in range(int(x_max) + 1):
        start = np.searchsorted(x, m, side="right")
        if start >= len(x) - 1:
            continue
        positive = jv(m, x[start:]) > 0
        crossings = np.cumsum(positive[1:] != positive[:-1])
        count[start + 1:] += (1 if m == 0 else 2) * crossings
    return x, count


x_grid, staircase = mode_staircase(kF * 10 * nm)
window = x_grid > 100
area_only = x_grid**2 / 4
mean_miss = np.mean((staircase - area_only + x_grid / 2)[window])
assert abs(mean_miss) < 1.5          # area and perimeter terms together
assert np.mean((area_only - staircase)[window]) > 40  # perimeter term needed

radii = np.array([2.5, 5.0, 10.0]) * nm
exact_modes = [mode_staircase(kF * r)[1][-1] for r in radii]

# ---- Kinetic current through the hole, integrated over k and angle ----
bias = 1e-3
thermal = kB * temperature
k_low = np.sqrt(2 * m_e * (EF - 40 * thermal)) / hbar
k_high = np.sqrt(2 * m_e * (EF + 40 * thermal)) / hbar
node, weight = np.polynomial.legendre.leggauss(400)
k = 0.5 * (k_high - k_low) * node + 0.5 * (k_high + k_low)
wk = 0.5 * (k_high - k_low) * weight
node, weight = np.polynomial.legendre.leggauss(20)
cosine, wc = 0.5 * (node + 1), 0.5 * weight


def fermi(energy, mu):
    return 0.5 * (1 - np.tanh((energy - mu) / (2 * thermal)))


energy = (hbar * k) ** 2 / (2 * m_e)
df = fermi(energy, EF + e * bias / 2) - fermi(energy, EF - e * bias / 2)
speed_z = (hbar * k / m_e)[:, None] * cosine[None, :]
flux = np.sum((wk * k**2 * df)[:, None] * wc[None, :] * speed_z)
kinetic_current = area * 2 * e * 2 * np.pi / (2 * np.pi) ** 3 * flux
R_kinetic = bias / kinetic_current
assert abs(R_kinetic / R_S - 1) < 1e-6

# ---- Non-spherical Fermi surface: fcc s band, one electron per atom ----
# Energies in units of the hopping t; angles are k * (lattice constant) / 2.
n_grid = 144
angle = -np.pi + 2 * np.pi * (np.arange(n_grid) + 0.5) / n_grid
cx, cy, cz = np.meshgrid(*(3 * [np.cos(angle)]), indexing="ij", sparse=True)
sx, sy, sz = np.meshgrid(*(3 * [np.sin(angle)]), indexing="ij", sparse=True)
band = -4 * (cx * cy + cy * cz + cz * cx)
band_EF = np.median(band)
width = 0.15
delta = np.exp(-0.5 * ((band - band_EF) / width) ** 2)
delta /= width * np.sqrt(2 * np.pi)
slopes = (4 * sx * (cy + cz), 4 * sy * (cz + cx), 4 * sz * (cx + cy))
free_modes = (12 * np.pi**2) ** (2 / 3) / (4 * np.pi)
anisotropy = {}
for name, axis in (("001", (0, 0, 1)), ("110", (1, 1, 0)), ("111", (1, 1, 1))):
    unit = np.array(axis) / np.linalg.norm(axis)
    slope = sum(u * s for u, s in zip(unit, slopes))
    modes = 2 * np.pi * np.mean(np.abs(slope) * delta)
    anisotropy[name] = modes / free_modes
fine = -np.pi + 2 * np.pi * (np.arange(1000) + 0.5) / 1000
px, py = np.cos(fine)[:, None], np.cos(fine)[None, :]
has_crossing = np.abs(-band_EF / 4 - px * py) < np.abs(px + py)
projected = 2 * np.mean(has_crossing) / free_modes
assert abs(projected / anisotropy["001"] - 1) < 0.01  # smearing and grid error
del band, delta, slopes, slope


# ---- Wave matching: round hole between two wide cylinders ----
def zeros_below(m, x_max):
    z = jn_zeros(m, int(x_max / np.pi) + 2)
    return z[z < x_max]


def abrupt_transmission(ka, thickness=1.0, wide=3.7, cutoff=2.5):
    """Total transmission; lengths in units of the hole radius."""
    total = 0.0
    for m in range(int(ka) + 6):
        p = zeros_below(m, cutoff * ka)
        q = zeros_below(m, cutoff * ka * wide) / wide
        overlap = (2 * p * np.sign(jv(m + 1, p)))[:, None] * jv(m, q)[None, :]
        overlap /= p[:, None] ** 2 - q[None, :] ** 2
        overlap /= wide * np.abs(jv(m + 1, q * wide))[None, :]
        k_wide = np.sqrt(ka**2 - q**2 + 0j)
        k_hole = np.sqrt(ka**2 - p**2 + 0j)
        outer = 1j * (overlap * k_wide) @ overlap.T
        gamma = (overlap * k_wide.real) @ overlap.T
        tangent = np.tan(k_hole * thickness / 2)
        even = np.linalg.inv(outer + np.diag(k_hole * tangent))
        odd = np.linalg.inv(outer - np.diag(k_hole / tangent))
        g = 0.5 * (even - odd)
        part = 4 * np.trace(gamma @ g @ gamma @ g.conj().T).real
        total += part * (1 if m == 0 else 2)
    return total


wave_rows = []
for ka in (10.0, 20.0, 40.0):
    open_modes = mode_staircase(ka)[1][-1]
    by_zeros = sum((1 if m == 0 else 2) * len(zeros_below(m, ka))
                   for m in range(int(ka) + 1))
    assert open_modes == by_zeros
    wave_rows.append((ka, ka**2 / 4, open_modes, abrupt_transmission(ka)))
misses = [abs(1 - row[3] / row[1]) for row in wave_rows]
assert misses[2] < misses[0]                       # approach to the area law
assert abs(wave_rows[2][3] / wave_rows[2][2] - 1) < 0.08


# ---- Channel transmission from an integral equation ----
def passage(direct, onward, span, cells=400):
    """direct(u): entering particle reaches u with no event;
    onward(u): particle leaving an event travels at least u forward."""
    edge = np.linspace(0, span, cells + 1)
    middle = 0.5 * (edge[1:] + edge[:-1])
    reach = onward(np.abs(middle[:, None] - edge[None, :]))
    hop = np.abs(reach[:, 1:] - reach[:, :-1])
    np.fill_diagonal(hop, 1 - 2 * onward(0.5 * span / cells))
    escape = np.linalg.solve(np.eye(cells) - hop, onward(span - middle))
    first = direct(edge[:-1]) - direct(edge[1:])
    return direct(span) + first @ escape


def smooth_channel(L_over_l):
    return passage(lambda u: 2 * expn(3, u), lambda u: 0.5 * expn(2, u),
                   L_over_l)


def rough_tube(L_over_a):
    def disc_to_disc(u):
        return 1 + u**2 / 2 - u * np.sqrt(1 + u**2 / 4)

    def wall_to_disc(u):
        return (u**2 + 2) / (2 * np.sqrt(u**2 + 4)) - u / 2
    return passage(disc_to_disc, wall_to_disc, L_over_a)


short_slope = (1 - smooth_channel(1e-3)) / 1e-3
long_slope = (1 / smooth_channel(20.0) - 1 / smooth_channel(10.0)) / 10
assert abs(short_slope - 1) < 0.01
# Ohm's law in the long channel, with the Drude value of rho * l
assert abs(long_slope * R_S * area / rho_l - 1) < 0.01


# ---- The same channels by direct particle simulation ----
def simulate(tube_radius, tube_length, path, smooth, particles=200000):
    def turn():
        return 2 * np.pi * rng.random(particles)
    r, phi = tube_radius * np.sqrt(rng.random(particles)), turn()
    pos = np.array([r * np.cos(phi), r * np.sin(phi), np.zeros(particles)])
    c, phi = np.sqrt(1 - rng.random(particles)), turn()
    s = np.sqrt(1 - c**2)
    way = np.array([s * np.cos(phi), s * np.sin(phi), c])
    passed = 0
    while pos.shape[1]:
        size = pos.shape[1]
        A = way[0] ** 2 + way[1] ** 2 + 1e-30
        B = pos[0] * way[0] + pos[1] * way[1]
        C = pos[0] ** 2 + pos[1] ** 2 - tube_radius**2
        to_wall = (-B + np.sqrt(np.maximum(B**2 - A * C, 0))) / A
        vz = np.where(way[2] == 0, 1e-30, way[2])
        to_end = np.where(vz > 0, (tube_length - pos[2]) / vz, -pos[2] / vz)
        to_hit = rng.exponential(path, size)
        out = to_end <= np.minimum(to_wall, to_hit)
        passed += np.count_nonzero(out & (vz > 0))
        keep = ~out
        wall = (to_wall < to_hit)[keep]
        pos = pos[:, keep] + way[:, keep] * np.minimum(to_wall, to_hit)[keep]
        way = way[:, keep]
        size = pos.shape[1]
        phi = 2 * np.pi * rng.random(size)
        c = 2 * rng.random(size) - 1
        s = np.sqrt(1 - c**2)
        isotropic = np.array([s * np.cos(phi), s * np.sin(phi), c])
        nx, ny = pos[0] / tube_radius, pos[1] / tube_radius
        if smooth:
            dot = way[0] * nx + way[1] * ny
            bounced = np.array([way[0] - 2 * dot * nx,
                                way[1] - 2 * dot * ny, way[2]])
        else:
            c = np.sqrt(1 - rng.random(size))
            s = np.sqrt(1 - c**2)
            side = s * np.cos(phi)
            bounced = np.array([-c * nx - side * ny,
                                -c * ny + side * nx, s * np.sin(phi)])
        way = np.where(wall, bounced, isotropic)
    return passed / particles


mc_tolerance = 0.006  # about five standard deviations of the simulation
sim_smooth = simulate(1.0, 1.0, 1.0, True)
assert abs(sim_smooth - smooth_channel(1.0)) < mc_tolerance
sim_rough = simulate(1.0, 1.0, 1e9, False)
assert abs(sim_rough - rough_tube(1.0)) < mc_tolerance
T_rough = simulate(1.0, length / radius, mfp / radius, False)
T_smooth = smooth_channel(length / mfp)
mfp_warm = mfp * temperature / warm
T_warm = smooth_channel(length / mfp_warm)


# ---- Classical spreading: the disc must be an equipotential at rho I / 4a ----
def disc_potential(r):
    def ring(u):
        s = np.sin(u)
        return s * ellipkm1(((r - s) / (r + s)) ** 2) / (r + s)
    split = np.arcsin(r)
    value = quad(ring, 0, split)[0] + quad(ring, split, np.pi / 2)[0]
    return 4 / np.pi**2 * value


for r in (0.3, 0.6, 0.9):
    assert abs(disc_potential(r) - 1) < 1e-5
R_spread = rho / (2 * radius)
R_liner = liner_resistivity * liner_thickness / area

# ---- Output ----
print(f"electron density (input): {density*nm**3:.1f} nm^-3")
print(f"via radius, length (input): {radius/nm:.1f}, {length/nm:.1f} nm")
print(f"mean free path at {temperature:.0f} K (input): {mfp/nm:.1f} nm")
print(f"Fermi wavevector: {kF*nm:.3f} nm^-1")
print(f"Fermi wavelength: {2*np.pi/kF/nm:.3f} nm")
print(f"Fermi energy: {EF/e:.3f} eV")
print(f"via area: {area/nm**2:.2f} nm^2")
print(f"h/(2e^2): {R_quantum:.2f} ohm")
print(f"kF*a: {kF*radius:.2f}")
print(f"modes from area term: {kF**2*area/(4*np.pi):.1f}")
print(f"Sharvin resistance: {R_S:.3f} ohm")
print(f"same from kinetic current: {R_kinetic:.3f} ohm")
print(f"resistance times area: {R_S*area/nm**2:.1f} ohm nm^2")
print(f"same in other unit: {R_S*area*1e4:.3e} ohm cm^2")
print(f"rho*l: {rho_l/nm**2:.1f} ohm nm^2")
print(f"bulk resistivity: {rho*1e8:.3f} microohm cm")
print("radius nm | R_S ohm | hard-wall modes | R from modes ohm")
for r, count in zip(radii, exact_modes):
    print(f"  {r/nm:4.1f} | {sharvin(np.pi*r**2):.3f} | {count:.0f}"
          f" | {R_quantum/count:.3f}")
print(f"mean miss of area+perimeter count: {mean_miss:.2f} modes")
print("abrupt hole, length a: kF*a | area term | modes | transmission")
for row in wave_rows:
    print(f"  {row[0]:.0f} | {row[1]:.1f} | {row[2]:.0f} | {row[3]:.2f}")
print("l nm | rho microohm cm | T smooth via | R_S/T ohm")
for path in (40 * nm, 400 * nm, 4000 * nm):
    T = smooth_channel(length / path)
    print(f"  {path/nm:.0f} | {rho_l/path*1e8:.4f} | {T:.4f} | {R_S/T:.3f}")
print(f"short-channel slope (1-T)/(L/l): {short_slope:.4f}")
print(f"long-channel slope of 1/T: {long_slope:.4f}")
print(f"T at L=l: equation {smooth_channel(1.0):.4f}, particles {sim_smooth:.4f}")
print(f"rough tube L=a: equation {rough_tube(1.0):.4f}, particles {sim_rough:.4f}")
print(f"added by scattering in via: {R_S/T_smooth-R_S:.3f} ohm")
print(f"mean free path at {warm:.0f} K: {mfp_warm/nm:.1f} nm")
print(f"added by scattering at {warm:.0f} K: {R_S/T_warm-R_S:.3f} ohm")
print(f"spreading estimate rho/(2a): {R_spread:.3f} ohm")
print(f"rough walls with scattering: T {T_rough:.3f}, R {R_S/T_rough:.2f} ohm")
print(f"liner (input): {liner_thickness/nm:.1f} nm, "
      f"{liner_resistivity*1e8:.0f} microohm cm")
print(f"liner resistance: {R_liner:.1f} ohm")
print(f"(kB T/EF)^2 at {temperature:.0f} K: {(thermal/EF)**2:.2e}")
print(f"fcc band: Fermi level {band_EF:.3f} t, zone point L at 0 t")
print("fcc modes / free-electron modes: "
      + ", ".join(f"[{n}] {v:.3f}" for n, v in anisotropy.items()))
print(f"fcc [001] from projected area: {projected:.3f}")
print("OK")
```

It prints:

```
electron density (input): 85.0 nm^-3
via radius, length (input): 5.0, 5.0 nm
mean free path at 300 K (input): 40.0 nm
Fermi wavevector: 13.602 nm^-1
Fermi wavelength: 0.462 nm
Fermi energy: 7.049 eV
via area: 78.54 nm^2
h/(2e^2): 12906.40 ohm
kF*a: 68.01
modes from area term: 1156.4
Sharvin resistance: 11.161 ohm
same from kinetic current: 11.161 ohm
resistance times area: 876.6 ohm nm^2
same in other unit: 8.766e-12 ohm cm^2
rho*l: 657.4 ohm nm^2
bulk resistivity: 1.644 microohm cm
radius nm | R_S ohm | hard-wall modes | R from modes ohm
   2.5 | 44.644 | 275 | 46.932
   5.0 | 11.161 | 1125 | 11.472
  10.0 | 2.790 | 4563 | 2.828
mean miss of area+perimeter count: 0.19 modes
abrupt hole, length a: kF*a | area term | modes | transmission
  10 | 25.0 | 21 | 19.48
  20 | 100.0 | 92 | 88.38
  40 | 400.0 | 380 | 373.09
l nm | rho microohm cm | T smooth via | R_S/T ohm
  40 | 1.6436 | 0.8978 | 12.431
  400 | 0.1644 | 0.9879 | 11.297
  4000 | 0.0164 | 0.9988 | 11.175
short-channel slope (1-T)/(L/l): 0.9961
long-channel slope of 1/T: 0.7488
T at L=l: equation 0.5534, particles 0.5536
rough tube L=a: equation 0.6720, particles 0.6720
added by scattering in via: 1.271 ohm
mean free path at 375 K: 32.0 nm
added by scattering at 375 K: 1.570 ohm
spreading estimate rho/(2a): 1.644 ohm
rough walls with scattering: T 0.636, R 17.54 ohm
liner (input): 2.0 nm, 200 microohm cm
liner resistance: 50.9 ohm
(kB T/EF)^2 at 300 K: 1.34e-05
fcc band: Fermi level 0.923 t, zone point L at 0 t
fcc modes / free-electron modes: [001] 0.815, [110] 0.936, [111] 0.978
fcc [001] from projected area: 0.816
OK
```
